\section*{Negative differential conductivity from momentum transfer rising above a Ramsauer minimum}

\section{Definitions and the model gas}

Electrons of mass $m$ and charge magnitude $e$ drift through a uniform gas of number density $N$ and atomic mass $M$. The $z$ axis points along the force $eE$, so the drift speed $W=\langle v_z\rangle$ is positive. At fixed electron density $n_e$ the current density is $j=en_eW$. Differential conductivity is therefore negative where $dW/dE<0$, although $W/E$ stays positive.

The gas is cold and all scattering is isotropic. Ionization, attachment, superelastic collisions and electron--electron collisions are absent. With $\varepsilon=mv^2/2$, the cross sections are
\begin{align}
\sigma_e(\varepsilon)&=\sigma_R+b\left(\sqrt{\varepsilon}-\sqrt{\varepsilon_R}\right)^2,\\
\sigma_i(\varepsilon)&=S\left(1-\frac{u}{\varepsilon}\right)\quad(\varepsilon>u),
\end{align}
and $\sigma_i=0$ below the threshold $u$. The elastic part has a Ramsauer minimum at $\varepsilon_R$ and then climbs; the inelastic part levels off. The parameters are $\sigma_R=0.5$ \AA$^2$, $\varepsilon_R=0.3$ eV, $b=10$ \AA$^2$/eV, $u=0.15$ eV, $S=0.4$ \AA$^2$ and $M/m=10^4$. Fields are given as $E/N$ in townsend, where $1\ \mathrm{Td}=10^{-21}$ V m$^2$, so that $1$ V\,\AA$^2=10$ Td.

After an isotropic collision the mean electron momentum is zero, apart from a term of order $m/M$ that is neglected. Each collision, elastic or inelastic, thus removes the full momentum on average, and the momentum-transfer cross section is $\sigma=\sigma_e+\sigma_i$.

An elastic deflection through angle $\chi$ gives the atom momentum $q$ with $q^2=2m^2v^2(1-\cos\chi)$. The atom takes away the energy
\begin{equation}
\frac{q^2}{2M}=\frac{2m}{M}\,\varepsilon\,(1-\cos\chi),
\end{equation}
whose average over isotropic directions is $(2m/M)\varepsilon$. An electron therefore loses power $NvL$, with
\begin{equation}
L(\varepsilon)=u\sigma_i+\frac{2m}{M}\varepsilon\sigma_e .
\label{eq:L}
\end{equation}

\section{Two balances and the sign of the slope}

In the steady state the force balances the momentum lost in collisions, and the work done by the field balances the energy lost:
\begin{align}
eE&=m\langle Nv\sigma v_z\rangle=m\nu W,
&\nu&\equiv\frac{\langle Nv\sigma v_z\rangle}{\langle v_z\rangle},\label{eq:mom}\\
eEW&=P,&P&\equiv\langle NvL\rangle .\label{eq:pow}
\end{align}
Here $\nu$ is a momentum-transfer frequency weighted by the electron flux. Putting $eE=m\nu W$ into the power balance gives $m\nu W^2=P$. Putting $W=eE/(m\nu)$ into it gives $(eE)^2/(m\nu)=P$. Hence
\begin{equation}
W^2=\frac{P}{m\nu},\qquad (eE)^2=m\nu P .
\label{eq:WE}
\end{equation}
Label the steady states at fixed $N$ by their mean energy $\bar\varepsilon$, and let $p=d\ln P/d\ln\bar\varepsilon$ and $n=d\ln\nu/d\ln\bar\varepsilon$. The logarithms of (\ref{eq:WE}) give $d\ln W/d\ln\bar\varepsilon=(p-n)/2$ and $d\ln E/d\ln\bar\varepsilon=(p+n)/2$. Their quotient is
\begin{equation}
\frac{d\ln W}{d\ln E}=\frac{p-n}{p+n}.
\label{eq:slope}
\end{equation}
Where the field rises with mean energy, $p+n>0$, and the drift falls if and only if $n>p$.

This is the mechanism. A stronger field moves the swarm to higher energy, where it can dispose of more power. If directions are randomized faster still, the electrons gain random speed but lose drift. Cooling need not decrease; it need only grow more slowly than momentum loss.

\section{The solvable version: one energy}

Suppose that every average in (\ref{eq:mom}) and (\ref{eq:pow}) may be evaluated at a single energy $\varepsilon$. This closure ignores the spread of the distribution. Then $P=NvL$ and $\nu=Nv\sigma$, and since $mv^2=2\varepsilon$,
\begin{equation}
W^2=\frac{L}{m\sigma},\qquad
\left(\frac{eE}{N}\right)^2=mv^2\sigma L=2\varepsilon\sigma L .
\label{eq:closure}
\end{equation}
The speed $v$ has cancelled from $W$. Where inelastic loss dominates, $W^2\simeq u\sigma_i/(m\sigma)$: the drift is set by the fraction of collisions that cool.

As $\varepsilon$ passes the threshold, this fraction grows from zero and $W$ rises. At the Ramsauer minimum $\sigma_e$ is stationary while $\sigma_i$ still grows, so the maximum of $W$ lies somewhat higher, at $0.37$ eV for these parameters. Beyond it the elastic rise wins: $L/\sigma$ drops from $0.0407$ eV at $\varepsilon=0.5$ eV to $0.0179$ eV at $1$ eV and $0.0030$ eV at $5$ eV.

The slope at $1$ eV can be followed by hand. There $\sigma=2.546+0.340=2.886$ \AA$^2$ and
\[
L=0.15(0.340)+2\times10^{-4}(1)(2.546)=0.0515\ \mathrm{eV\,\AA^2}.
\]
The field is $E/N=\sqrt{2(1)(2.886)(0.0515)}=0.545$ V\,\AA$^2$, or $5.45$ Td. Because $v\propto\varepsilon^{1/2}$,
\begin{equation}
p=\frac12+\frac{d\ln L}{d\ln\varepsilon},\qquad
n=\frac12+\frac{d\ln\sigma}{d\ln\varepsilon}.
\end{equation}
The derivatives needed are $\varepsilon\sigma_e'=b(\sqrt\varepsilon-\sqrt{\varepsilon_R})\sqrt\varepsilon=4.523$ \AA$^2$ and $\varepsilon\sigma_i'=Su/\varepsilon=0.060$ \AA$^2$. Thus $n=0.5+4.583/2.886=2.09$. For the loss,
\[
\varepsilon L'=u(0.060)+2\times10^{-4}(2.546+4.523)=0.0104\ \mathrm{eV\,\AA^2},
\]
so $p=0.5+0.0104/0.0515=0.70$. Equation (\ref{eq:slope}) gives $(0.70-2.09)/(0.70+2.09)=-0.50$. Solving the two balances at neighbouring fields and differencing the drift gives the same slope.

Recoil ends the fall. Far above the minimum, $\sigma\simeq\sigma_e\simeq b\varepsilon$ and
\begin{equation}
\frac L\sigma\simeq\frac{uS}{b\varepsilon}+\frac{2m}{M}\varepsilon .
\end{equation}
Setting the derivative to zero gives a minimum at $\varepsilon=\sqrt{uSM/(2mb)}=5.5$ eV. The full closure places it at $7.4$ eV. The estimate is crude because $\sigma_e$ at $5$ eV is $29$ \AA$^2$, not $b\varepsilon=50$ \AA$^2$.

\section{Restoring the energy distribution}

Write the velocity distribution as $F=f_0(v)+f_1(v)\cos\theta$, with $\theta$ measured from the force, and neglect higher angular terms. This two-term approximation needs weak anisotropy. The $\cos\theta$ part of the Boltzmann equation is $(eE/m)\,df_0/dv=-Nv\sigma f_1$, because isotropic scattering destroys that part at rate $Nv\sigma$. With $df_0/dv=mv f_0'$, a prime denoting $d/d\varepsilon$,
\begin{equation}
f_1=-\frac{eE}{N\sigma}f_0'.
\label{eq:f1}
\end{equation}

Now count electrons crossing the sphere of energy $\varepsilon$ in velocity space. The field carries $4\pi v^2(eE/m)f_1/3$ outward. The number per unit energy is $4\pi v f_0/m$, so recoil carries $(4\pi v f_0/m)(2m/M)\varepsilon Nv\sigma_e$ inward. An inelastic collision carries an electron across if its initial energy $x$ lies between $\varepsilon$ and $\varepsilon+u$. Equating outward and inward flows, using $v^2=2\varepsilon/m$, and cancelling $8\pi N/m^2$ gives
\begin{equation}
-\left(\frac{eE}{N}\right)^2\frac{\varepsilon}{3\sigma}f_0'
=\frac{2m}{M}\varepsilon^2\sigma_e f_0
+\int_\varepsilon^{\varepsilon+u}x\sigma_i(x)f_0(x)\,dx .
\label{eq:boltz}
\end{equation}
The drift speed is $W=\frac13\int v^3f_1\,dv\big/\int v^2f_0\,dv$. Substituting (\ref{eq:f1}), $v^3dv=2\varepsilon\,d\varepsilon/m^2$ and $v^2dv=\sqrt{2\varepsilon/m}\,d\varepsilon/m$,
\begin{equation}
W=-\frac13\sqrt{\frac2m}\,\frac{eE}{N}\,
\frac{\int_0^\infty(\varepsilon/\sigma)f_0'\,d\varepsilon}
{\int_0^\infty\sqrt\varepsilon f_0\,d\varepsilon}.
\label{eq:drift}
\end{equation}

One limit shows that the fall survives averaging. Let typical energies be far above both $u$ and $\varepsilon_R$, but low enough for recoil to be negligible. Then $\sigma\simeq b\varepsilon$, $\sigma_i\simeq S$, and the integral in (\ref{eq:boltz}) is approximately $uS\varepsilon f_0$, provided $f_0$ changes little over $u$. Consequently
\begin{equation}
\frac{f_0'}{f_0}=-\frac{3buS\,\varepsilon}{(eE/N)^2},\qquad
f_0\propto e^{-\varepsilon^2/\varepsilon_E^2},\qquad
\varepsilon_E^2=\frac{2(eE/N)^2}{3buS}.
\end{equation}
In (\ref{eq:drift}) the factor $\varepsilon/\sigma$ is now $1/b$, so the upper integral is $-f_0(0)/b$, while the lower one is proportional to $f_0(0)\varepsilon_E^{3/2}$. Since $\varepsilon_E\propto E$,
\begin{equation}
W\propto\frac{E}{\varepsilon_E^{3/2}}\propto E^{-1/2}.
\end{equation}
The closure gives the same exponent, since $p=1/2$ and $n=3/2$ there. The distribution changes the prefactor but not this power. The model gas only approaches this limit: between $1$ and $3$ eV, where recoil is still a small part of $L$, $\sigma$ is only $0.3$ to $0.5$ of $b\varepsilon$, and at $5$ eV recoil already supplies a third of $L$. The steepest two-term slope for the stated parameters is about $-0.45$, near $8$ Td. The closure value $-0.50$ at $1$ eV came from $p=0.70$ and $n=2.09$ and is not an instance of this limit.

\section{What the numbers show}

Numerical solution of (\ref{eq:boltz}) gives a peak drift speed of $6.5\times10^4$ m/s, or $0.030$ atomic units, near $1.45$ Td. Neighbouring sampled fields differ by about 8\%; refining between them moves the peak to $1.49$ Td, with the same speed to the digits shown. The closure puts the peak at $1.43$ Td but with $W=9.0\times10^4$ m/s, about 38\% above the two-term value. For this gas it places the peak about 4\% below the refined two-term field but overestimates its height; such agreement in the field is not guaranteed for other cross sections.

The two-term drift then falls to $1.8\times10^4$ m/s near $120$ Td, a drop of 72\% from the peak. This broad trough belongs to the model: a real molecular gas would also have electronic excitation and ionization at such energies.

A Monte Carlo simulation follows individual electrons without truncating the angular distribution. It gives $W=(6.16\pm0.02)\times10^4$ m/s at $2$ Td and $(3.46\pm0.03)\times10^4$ m/s at $10$ Td, with one standard error quoted. The two-term value is 2 to 3\% higher at $2$ Td and agrees within the sampling error at $10$ Td. Both balances were tested by averaging the collisional loss rates over the sampled electron states, and hold within five standard errors.

Between these fields the sampled $P$ grows by a factor $2.81$ and the sampled $\nu$ by $9.24$. Equation (\ref{eq:WE}) then predicts that $W$ changes by $\sqrt{2.81/9.24}=0.55$; the directly sampled ratio is $0.56$. The small difference is sampling error: the sampled momentum loss exceeds the force by 3\% at $10$ Td, about two standard errors, and falls short of it by 1\% at $2$ Td. With an exact momentum balance, $\nu\propto E/W$, the sampled drifts imply that $\nu$ grows by $5/0.56\simeq8.9$. The power loss has nearly tripled while the drift has almost halved.

\section{Which ingredient is responsible}

Changing one ingredient at a time in the two-term calculation separates the causes.

\begin{itemize}
\item If $\sigma_e$ is held at $\sigma_R$ above $\varepsilon_R$, no fall appears at the sampled fields up to a mean energy of $3$ eV. In the closure, $\sigma_i/(\sigma_R+\sigma_i)$ then keeps growing.
\item If the low-energy wall is removed by setting $\sigma_e=\sigma_R$ below $\varepsilon_R$, the drift still falls by 73\%. The rise above the minimum matters, not the descent into it.
\item If inelastic collisions are removed, no fall appears at the sampled fields up to a mean energy of $10$ eV. The closure agrees: $L=(2m/M)\varepsilon\sigma_e$ and $\sigma=\sigma_e$ give $W^2=2\varepsilon/M$, which rises with energy whatever the shape of $\sigma_e$.
\end{itemize}

The last result is not a general theorem, because the closure ignores the shape of the distribution. For elastic collisions alone, (\ref{eq:boltz}) gives
\begin{equation}
f_0'=-a\varepsilon\sigma^2f_0,\qquad a=\frac{6m}{M}\left(\frac{N}{eE}\right)^2,
\end{equation}
and (\ref{eq:drift}) becomes
\begin{equation}
W=\frac{2m}{M}\sqrt{\frac2m}\,\frac{N}{eE}\,
\frac{\int\varepsilon^2\sigma f_0\,d\varepsilon}{\int\sqrt\varepsilon f_0\,d\varepsilon}.
\end{equation}
Let $\sigma$ jump from $\sigma_1$ to a much larger $\sigma_2$ at $\varepsilon_0$. Suppose the field is strong enough to make $f_0$ nearly flat below the jump, $a\sigma_1^2\varepsilon_0^2\ll2$, but leaves only a thin tail above it, $a\sigma_2^2\varepsilon_0^2\gg1$. The tail decays as $\exp[-a\sigma_2^2\varepsilon_0(\varepsilon-\varepsilon_0)]$, so
\begin{equation}
\int\varepsilon^2\sigma f_0\,d\varepsilon\simeq
\frac{\sigma_1\varepsilon_0^3}{3}+\frac{\varepsilon_0}{a\sigma_2},
\end{equation}
with $f_0$ set to one below the jump. The denominator is nearly constant. Since $1/a\propto E^2$, the first term contributes to $W$ in proportion to $1/E$ and the second in proportion to $E$. The drift falls while the first is larger, that is, while $a\sigma_1\sigma_2\varepsilon_0^2>3$. This is compatible with the flatness condition when $\sigma_2\gg\sigma_1$.

In this limit the jump holds the electrons back: once $f_0$ is nearly flat below it, their mean energy hardly changes while the field grows. The power loss is proportional to the integral above, whose first term is constant and whose second grows as $E^2$. While the first is larger, the power loss grows more slowly than $E$, and $W=P/(eE)$ falls. A smoothed example, rising from $1$ to $15$ \AA$^2$ near $1$ eV over a width parameter of $0.05$ eV, shows a 16\% fall without any inelastic channel. Inelastic cooling is thus necessary in the Ramsauer gas studied here over the range examined, but not for every elastic cross section. Both cases obey the criterion $n>p$. The numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
Inputs: sigma_R 0.5 A^2, eps_R 0.3 eV, b 10.0 A^2/eV
Inputs: u 0.15 eV, S 0.4 A^2, M/m 10000
Cross sections: energy eV, elastic A^2, inelastic A^2, L/sigma eV
   0.1    1.036   0.000   0.00002
   0.3    0.500   0.200   0.04290
   0.5    0.754   0.280   0.04069
   1.0    2.546   0.340   0.01785
   2.0    8.008   0.370   0.00701
   5.0   29.005   0.388   0.00297
Two-term: E/N Td, mean energy eV, drift speed m/s
     0.1    0.067      9265
     0.5    0.137     42312
     1.0    0.234     61552
     2.0    0.405     63511
     5.0    0.787     47194
    10.0    1.294     34628
    20.0    2.124     25702
    50.0    3.905     19487
   100.0    5.875     17982
   200.0    8.531     18307
Two-term peak (grid): 1.45 Td, mean 0.315 eV, W 65137 m/s
Two-term trough (grid): 123.34 Td, mean 6.597 eV, W 17918 m/s
Peak W in atomic units: 0.0298
Ratio of neighbouring fields on grid: 1.084
Closure peak: 1.43 Td, energy 0.370 eV, W 90059 m/s
Closure trough: 95.60 Td, energy 7.384 eV, W 21752 m/s
Closure at 1.0 eV: E/N 5.452 Td, p 0.7022, n 2.0882
  dlnW/dlnE: rule -0.49671, direct -0.49671
Monte Carlo 2 Td: W 61634 +- 216 m/s, mean 0.398 eV
  two-term W 63511 m/s, W from power loss 61905 m/s
  P/N 1.238e-16 eV m^3/s, nu/N 5.659e-15 m^3/s
  momentum loss / field force: 0.9915
Monte Carlo 10 Td: W 34646 +- 292 m/s, mean 1.303 eV
  two-term W 34628 m/s, W from power loss 34789 m/s
  P/N 3.479e-16 eV m^3/s, nu/N 5.227e-14 m^3/s
  momentum loss / field force: 1.0296
From 2 to 10 Td: P grows x2.810, nu grows x9.237
  W changes x0.562
Largest fall of W below an earlier maximum, percent:
  full gas: 72.49
  rise frozen, mean energy to 3 eV: 0.00
  no inelastic, mean energy to 10 eV: 0.00
  low-energy wall removed: 73.22
  abrupt elastic rise (1 to 15 A^2 near 1 eV, width 0.05 eV), no inelastic: 15.58
\end{verbatim}
